# Why sputtering peaks at oblique incidence: a numerical check

```python
"""Why the sputtering yield has a maximum as a function of incidence angle.

Result under test, with theta measured from the surface normal:
    Y(theta)/Y(0) = cos(theta)**(-f) * exp(-S*(1/cos(theta)-1)),
    maximum at cos(theta) = S/f when 0 < S < f.
f: strength of the rise from shallow energy deposition.
S: strength of the loss caused by reflection.
The formula is compared with a binary-collision simulation of 1 keV Ar on
amorphous Mo. Lengths are in angstrom and energies in eV. An infinite-medium
run removes the surface and hence reflection, leaving the collisions alike.
Electronic stopping and simultaneous collisions are neglected.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import curve_fit, minimize_scalar
from pyscf.data import elements

rng = np.random.default_rng(12345)

# Physical inputs; density and surface binding are rounded model inputs.
Z_ion, Z_target = 18, 42
m_ion, m_target = elements.MASSES[Z_ion], elements.MASSES[Z_target]
E0, binding, density = 1000.0, 6.8, 10.2
number_density = density * const.N_A / m_target * 1e-24
flight = number_density ** (-1 / 3)
pmax = flight / np.sqrt(np.pi)
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10
bohr = const.physical_constants["Bohr radius"][0] * 1e10


def screening_length(z1, z2):
    return 0.8854 * bohr / (z1 ** 0.23 + z2 ** 0.23)


a_ion = screening_length(Z_ion, Z_target)
a_rec = screening_length(Z_target, Z_target)
# Reduced energy per eV of laboratory energy.
eps_ion = (a_ion * m_target / (m_ion + m_target)
           / (Z_ion * Z_target * coulomb))
eps_rec = a_rec * 0.5 / (Z_target ** 2 * coulomb)

weights = np.array([0.18175, 0.50986, 0.28022, 0.02817])
rates = np.array([3.19980, 0.94229, 0.40290, 0.20162])


def screen(r):
    return sum(w * np.exp(-k * r) for w, k in zip(weights, rates))


# Table of sin(chi/2), chi being the centre-of-mass scattering angle.
log_eps = np.linspace(np.log(1e-5), np.log(1e-2), 70)
b_grid = np.linspace(0, 15, 76)
eps_mesh, b_mesh = np.meshgrid(np.exp(log_eps), b_grid, indexing="ij")
low, high = np.full(eps_mesh.shape, 1e-6), np.full(eps_mesh.shape, 100.0)
for _ in range(60):
    mid = (low + high) / 2
    inside = 1 - screen(mid) / (mid * eps_mesh) - (b_mesh / mid) ** 2 < 0
    low, high = np.where(inside, mid, low), np.where(inside, high, mid)
closest = (low + high) / 2
nodes, node_weights = np.polynomial.legendre.leggauss(40)
integral = np.zeros_like(closest)
for node, weight in zip(nodes, node_weights):
    t = np.pi / 4 * (node + 1)
    v = np.sin(t)
    radial = (1 - screen(closest / v) * v / (closest * eps_mesh)
              - (b_mesh * v / closest) ** 2)
    integral += weight * np.pi / 4 * np.cos(t) / np.sqrt(radial)
chi = np.pi - 2 * b_mesh / closest * integral
table = np.clip(np.sin(chi / 2), 0, 1)
flat_table, n_b = table.ravel(), b_grid.size


def half_angle_sine(log_energy, b):
    i_float = np.clip((log_energy - log_eps[0]) / (log_eps[1] - log_eps[0]),
                      0, log_eps.size - 1.001)
    j_float = np.clip(b / b_grid[1], 0, n_b - 1.001)
    i, j = i_float.astype(int), j_float.astype(int)
    di, dj = i_float - i, j_float - j
    k = i * n_b + j
    return ((1 - di) * ((1 - dj) * flat_table[k] + dj * flat_table[k + 1])
            + di * ((1 - dj) * flat_table[k + n_b]
                    + dj * flat_table[k + n_b + 1]))


# Direct integration of Newton's equation tests the scattering table.
def relative_motion(_, state):
    x, y, vx, vy = state
    r = np.hypot(x, y)
    slope = -np.sum(weights * rates * np.exp(-rates * r))
    force = screen(r) / r ** 2 - slope / r
    return [vx, vy, force * x / r, force * y / r]


for eps_test, b_test in [(2e-3, 5.03), (1.1e-4, 9.07)]:
    speed = np.sqrt(2 * eps_test)
    path = solve_ivp(relative_motion, (0, 160 / speed),
                     [-70, b_test, speed, 0], rtol=1e-8, atol=1e-10)
    vx, vy = path.y[2:, -1]
    direct = np.sqrt((1 - vx / np.hypot(vx, vy)) / 2)
    tabulated = half_angle_sine(np.array([np.log(eps_test)]),
                                np.array([b_test]))[0]
    assert abs(direct - tabulated) < 0.005


def simulate(angle, ions, surface):
    """Follow ions and all recoils above the binding energy."""
    c, s = np.cos(np.radians(angle)), np.sin(np.radians(angle))
    back = flight * rng.random(ions)
    x = (-pmax if surface else 0.0) - back * c
    y = -back * s
    u = np.tile(np.array([[c], [s], [0.0]]), (1, ions))
    energy = np.full(ions, E0)
    is_ion, tag = np.ones(ions, bool), np.arange(ions)
    sputtered, reflected = np.zeros(ions), np.zeros(ions)
    left_with_atoms = 0.0
    # Energy, x moment, x squared, y squared, energy near starting plane.
    tally = np.zeros(5)

    def deposit(e, px, py):
        tally[:] += [e.sum(), e @ px, e @ px ** 2, e @ py ** 2,
                     e[np.abs(px) < 2.5].sum()]

    while energy.size:
        x = x + flight * u[0]
        y = y + flight * u[1]
        if surface:
            out = (x < -pmax) & (u[0] < 0)
            ion_out = out & is_ion
            reflected[tag[ion_out]] = energy[ion_out]
            atom_out = out & ~is_ion & (energy * u[0] ** 2 > binding)
            sputtered += np.bincount(tag[atom_out], minlength=ions)
            left_with_atoms += energy[atom_out].sum()
            turn = out & ~is_ion & ~atom_out
            u[0, turn] *= -1
            x[turn] = -2 * pmax - x[turn]
            keep = ~(ion_out | atom_out)
            x, y, u = x[keep], y[keep], u[:, keep]
            energy, is_ion, tag = energy[keep], is_ion[keep], tag[keep]
            if not energy.size:
                break
        n = energy.size
        p = pmax * np.sqrt(rng.random(n))
        toward = rng.standard_normal((3, n))
        toward -= (toward * u).sum(0) * u
        toward /= np.sqrt((toward ** 2).sum(0))
        sine = half_angle_sine(
            np.log(energy * np.where(is_ion, eps_ion, eps_rec)),
            p / np.where(is_ion, a_ion, a_rec))
        px, py = x + p * toward[0], y + p * toward[1]
        if surface:
            sine = np.where(px > 0, sine, 0.0)
        cos_chi = 1 - 2 * sine ** 2
        sin_chi = 2 * sine * np.sqrt(np.maximum(1 - sine ** 2, 0))
        mass = np.where(is_ion, m_ion, m_target)
        share = mass / (mass + m_target)
        v1 = ((share + (1 - share) * cos_chi) * u
              - (1 - share) * sin_chi * toward)
        v2 = share * ((1 - cos_chi) * u + sin_chi * toward)
        square1, square2 = (v1 ** 2).sum(0), (v2 ** 2).sum(0)
        e1 = energy * square1
        e2 = energy * square2 * m_target / mass
        live1, live2 = e1 > binding, e2 > binding
        deposit(e1[~live1], x[~live1], y[~live1])
        deposit(e2[~live2], px[~live2], py[~live2])
        u = np.concatenate((v1[:, live1] / np.sqrt(square1[live1]),
                            v2[:, live2] / np.sqrt(square2[live2])), axis=1)
        x = np.concatenate((x[live1], px[live2]))
        y = np.concatenate((y[live1], py[live2]))
        energy = np.concatenate((e1[live1], e2[live2]))
        is_ion = np.concatenate((is_ion[live1], np.zeros(live2.sum(), bool)))
        tag = np.concatenate((tag[live1], tag[live2]))
    total = tally[0] + reflected.sum() + left_with_atoms
    assert abs(total / (ions * E0) - 1) < 1e-8
    return sputtered, reflected, tally


# Gaussian deposition: direct plane integral against the closed form.
def plane_integral(theta, a, alpha, beta):
    c, s = np.cos(theta), np.sin(theta)

    def integrand(y):
        return np.exp(-(y * s - a) ** 2 / (2 * alpha ** 2)
                      - (y * c) ** 2 / (2 * beta ** 2))
    area = quad(integrand, -100, 100, points=[0, a], limit=200,
                epsabs=1e-12, epsrel=1e-11)[0]
    return area / (2 * np.pi * alpha * beta)


def gaussian_surface(theta, a, alpha, beta):
    c, s = np.cos(theta), np.sin(theta)
    width2 = (alpha * c) ** 2 + (beta * s) ** 2
    return (np.exp(-(a * c) ** 2 / (2 * width2))
            / np.sqrt(2 * np.pi * width2))


def initial_exponent(a, alpha, beta):
    return 1 - beta ** 2 / alpha ** 2 + a ** 2 * beta ** 2 / alpha ** 4


for theta in (0.0, 0.6, 1.3):
    assert np.isclose(plane_integral(theta, 7, 5, 4),
                      gaussian_surface(theta, 7, 5, 4), rtol=1e-7)
h = 0.02
curvature = 2 * np.log(plane_integral(h, 7, 5, 4)
                       / plane_integral(0, 7, 5, 4)) / h ** 2
assert abs(curvature / initial_exponent(7, 5, 4) - 1) < 0.01
# The rise to grazing holds for a^2+alpha^2>beta^2 and fails otherwise.
scan = np.linspace(0, np.pi / 2, 500)
assert np.all(np.diff(gaussian_surface(scan, 4, 4, 5)) > 0)
assert np.any(np.diff(gaussian_surface(scan, 2, 4, 5)) < 0)


def yamamura(degrees, y0, f, loss):
    q = 1 / np.cos(np.radians(degrees))
    return y0 * np.exp(f * np.log(q) - loss * (q - 1))


# Infinite medium: no surface and therefore no reflection.
free_angles = np.array([0, 45, 65, 85])
free = [simulate(angle, 1000, False)[2] for angle in free_angles]
free_surface = np.array([t[4] / (1000 * 5.0) for t in free])
depth = free[0][1] / free[0][0]
alpha = np.sqrt(free[0][2] / free[0][0] - depth ** 2)
beta = np.sqrt(free[0][3] / free[0][0])
tilt = np.radians(65)
mean65 = free[2][1] / free[2][0]
var65 = free[2][2] / free[2][0] - mean65 ** 2
expected_var = (alpha * np.cos(tilt)) ** 2 + (beta * np.sin(tilt)) ** 2
# Tolerances allow for sampling noise of 1000 ions.
assert abs(mean65 - depth * np.cos(tilt)) < 0.8
assert abs(var65 / expected_var - 1) < 0.20
assert free_surface[3] > 1.2 * free_surface[0]
assert free_surface[3] > 0.95 * free_surface[2]

# Half-space: the same collisions, now with a surface.
angles = np.array([0, 15, 30, 45, 55, 65, 75, 80, 85])
ions = 1500
yields, errors, reflected_energy, stuck_yield, stuck_fraction = (
    [], [], [], [], [])
for angle in angles:
    atoms, back_energy, _ = simulate(angle, ions, True)
    stuck = back_energy == 0
    yields.append(atoms.mean())
    errors.append(atoms.std(ddof=1) / np.sqrt(ions))
    reflected_energy.append(back_energy.sum() / (ions * E0))
    stuck_fraction.append(stuck.mean())
    stuck_yield.append(atoms[stuck].mean() if stuck.any() else np.nan)
yields, errors = np.array(yields), np.array(errors)
reflected_energy = np.array(reflected_energy)
top = int(np.argmax(yields))
assert 0 < top < len(angles) - 1
assert yields[top] > 1.2 * yields[0]
assert yields[-1] < 0.5 * yields[top]
assert np.all(np.diff(reflected_energy[3:]) > 0)
assert reflected_energy[-1] > 0.5
# Ions that stay still sputter more at 80 degrees than at normal incidence.
assert stuck_yield[7] > stuck_yield[0]

bounds = ([0, 0, 0], [20, 20, 20])
fit, _ = curve_fit(yamamura, angles, yields, p0=[yields[0], 2, 1],
                   bounds=bounds)
y0, f, loss = fit
assert 0 < loss < f
theta_opt = np.degrees(np.arccos(loss / f))
peak_ratio = (f / loss) ** f * np.exp(loss - f)
numeric = minimize_scalar(lambda t: -yamamura(t, 1, f, loss),
                          bounds=(0, 89), method="bounded",
                          options={"xatol": 1e-8})
assert abs(numeric.x - theta_opt) < 1e-3
assert np.isclose(-numeric.fun, peak_ratio, rtol=1e-8)
assert np.all(np.diff(yamamura(np.linspace(0, 85, 300), 1, 1, 1.2)) < 0)

parabola = np.polyfit(angles[top - 1:top + 2], yields[top - 1:top + 2], 2)
sim_opt = -parabola[1] / (2 * parabola[0])
rms = np.sqrt(np.mean((yamamura(angles, *fit) - yields) ** 2))
others = np.arange(len(angles)) != top
blind, _ = curve_fit(yamamura, angles[others], yields[others],
                     p0=[yields[0], 2, 1], bounds=bounds)
blind_peak = yamamura(angles[top], *blind)
# These tolerances include the error of a two-parameter angular shape.
assert abs(sim_opt - theta_opt) < 8
assert rms / yields[top] < 0.12
assert abs(blind_peak / yields[top] - 1) < 0.15

print(f"Ar energy: {E0:.0f} eV; ions per half-space angle: {ions}")
print(f"Mo density input: {density:.1f} g/cm^3")
print(f"surface binding and cutoff input: {binding:.1f} eV")
print(f"masses: Ar {m_ion:.3f} u, Mo {m_target:.3f} u")
print(f"free flight {flight:.3f} A, largest impact parameter {pmax:.3f} A")
print("Infinite medium, 1000 ions per angle:")
print(f"mean depth a {depth:.2f} A, alpha {alpha:.2f} A, beta {beta:.2f} A")
print(f"Gaussian initial exponent f0: "
      f"{initial_exponent(depth, alpha, beta):.2f}")
print("angle (deg), deposited energy at plane (eV/A), ratio, Gaussian ratio")
for angle, value in zip(free_angles, free_surface):
    ratio = (gaussian_surface(np.radians(angle), depth, alpha, beta)
             / gaussian_surface(0, depth, alpha, beta))
    print(f"{angle:2d}  {value:.2f}  {value/free_surface[0]:.2f}  {ratio:.2f}")
print("Half-space:")
print("angle (deg), yield (atoms/ion), standard error, fitted yield")
for angle, value, error in zip(angles, yields, errors):
    print(f"{angle:2d}  {value:.3f}  {error:.3f}  "
          f"{yamamura(angle, *fit):.3f}")
print("angle (deg), reflected energy fraction, fraction of ions staying,")
print("  yield per staying ion, relative retained energy, fitted loss factor")
for i, angle in enumerate(angles):
    retained = (1 - reflected_energy[i]) / (1 - reflected_energy[0])
    factor = np.exp(-loss * (1 / np.cos(np.radians(angle)) - 1))
    print(f"{angle:2d}  {reflected_energy[i]:.3f}  {stuck_fraction[i]:.3f}  "
          f"{stuck_yield[i]:.2f}  {retained:.3f}  {factor:.3f}")
print(f"fit: Y(0) {y0:.3f} atoms/ion, f {f:.3f}, Sigma {loss:.3f}")
print(f"Sigma/f: {loss/f:.4f}")
print(f"formula maximum: {theta_opt:.1f} deg, Y/Y(0) {peak_ratio:.3f}")
print(f"formula peak yield: {y0*peak_ratio:.3f} atoms/ion")
print(f"simulation maximum from local parabola: {sim_opt:.1f} deg")
print(f"rms fit error: {rms:.3f} atoms/ion")
print(f"omitted point at {angles[top]} deg: predicted {blind_peak:.3f}, "
      f"simulated {yields[top]:.3f} atoms/ion")
print("verified")
```

Printed output:

```
Ar energy: 1000 eV; ions per half-space angle: 1500
Mo density input: 10.2 g/cm^3
surface binding and cutoff input: 6.8 eV
masses: Ar 39.948 u, Mo 95.950 u
free flight 2.500 A, largest impact parameter 1.410 A
Infinite medium, 1000 ions per angle:
mean depth a 14.74 A, alpha 11.94 A, beta 12.02 A
Gaussian initial exponent f0: 1.53
angle (deg), deposited energy at plane (eV/A), ratio, Gaussian ratio
 0  17.09  1.00  1.00
45  23.85  1.40  1.46
65  28.77  1.68  1.86
85  32.23  1.89  2.12
Half-space:
angle (deg), yield (atoms/ion), standard error, fitted yield
 0  2.127  0.049  2.305
15  2.289  0.050  2.363
30  2.614  0.050  2.543
45  2.994  0.050  2.849
55  3.180  0.052  3.089
65  3.199  0.058  3.191
75  2.316  0.058  2.496
80  1.441  0.050  1.364
85  0.407  0.027  0.111
angle (deg), reflected energy fraction, fraction of ions staying,
  yield per staying ion, relative retained energy, fitted loss factor
 0  0.031  0.817  1.98  1.000  1.000
15  0.038  0.792  2.20  0.993  0.979
30  0.051  0.760  2.59  0.979  0.912
45  0.090  0.695  3.15  0.939  0.780
55  0.160  0.570  3.68  0.867  0.641
65  0.248  0.457  4.15  0.776  0.442
75  0.460  0.283  4.26  0.557  0.180
80  0.653  0.137  4.13  0.358  0.058
85  0.882  0.020  3.73  0.121  0.002
fit: Y(0) 2.305 atoms/ion, f 1.327, Sigma 0.598
Sigma/f: 0.4511
formula maximum: 63.2 deg, Y/Y(0) 1.388
formula peak yield: 3.200 atoms/ion
simulation maximum from local parabola: 60.2 deg
rms fit error: 0.148 atoms/ion
omitted point at 65 deg: predicted 3.183, simulated 3.199 atoms/ion
verified
```
